# Speed of Acid-Amplification Fronts During Post-Exposure Bake

## 1. A trace of acid from a thin source

Put a small amount of acid on the plane $x=0$ of a resist full of acid amplifier. While acid is scarce, each molecule diffuses with coefficient $D$ and multiplies at rate $k$:

$$a_t=Da_{xx}+ka .$$

Writing $a=e^{kt}g$ leaves $g_t=Dg_{xx}$, so an initial amount $M=\int a\,dx$ at the origin gives

$$a=\frac{M}{\sqrt{4\pi Dt}}\exp\!\left(kt-\frac{x^2}{4Dt}\right).$$

Where is $a=\theta$? Taking logarithms, $x^2=4Dt\,(kt-\ell)$ with $\ell=\ln(\theta\sqrt{4\pi Dt}/M)=\tfrac12\ln(kt)+\text{const}$. Hence

$$X_\theta=2\sqrt{Dk}\,t\sqrt{1-\frac{\ell}{kt}}
=2\sqrt{Dk}\,t-\frac12\sqrt{\frac Dk}\,\ln(kt)+O(1).$$

Diffusion alone spreads as $\sqrt t$; with multiplication the edge moves at a constant speed $2\sqrt{Dk}$, apart from a logarithmic delay. But $a$ grows without limit behind this edge. The question is what survives when the amplifier runs out.

## 2. Saturation and the exact statement

Let $h$ and $m$ be the densities of acid and unspent amplifier, with the mean-field reaction acid + amplifier → 2 acid at rate $\kappa hm$:

$$h_t=Dh_{xx}+\kappa hm,\qquad m_t=D_mm_{xx}-\kappa hm .$$

If $D_m=D$, the sum $s=h+m$ obeys $s_t=Ds_{xx}$, so a uniform $s$ stays uniform. With $a=h/s$ and $k=\kappa s$,

$$a_t=Da_{xx}+ka(1-a),\qquad 0\le a\le1. \tag{1}$$

Define

$$\lambda_*=\sqrt{k/D},\qquad c_*=2\sqrt{Dk}.$$

**Claim.** Let $D,k>0$ be constant and let the initial acid be positive on a set of nonzero measure. Suppose that for every $0<\lambda<\lambda_*$ there is a constant $A_\lambda$ with $a(x,0)\le A_\lambda e^{-\lambda x}$. Then the rightmost point $X_\theta(t)$ where $a=\theta$ satisfies $X_\theta/t\to c_*$ for each fixed $0<\theta<1$.

This is what "sufficiently localized" means here. Reflection gives the left edge. Any acid confined to a finite strip qualifies; a uniform background does not.

**Tool: comparison.** Let $d(x,t)$ be bounded above, $d\le0$ at $t=0$, and $d_t\le Dd_{xx}+qd$ wherever $d>0$, with $q\le Q$. Then $d\le0$ later.

To see this, set $d=e^{(Q+1)t}g$, so that $g_t\le Dg_{xx}+(q-Q-1)g$ where $g>0$. Subtract $\eta(1+x^2+2Dt)$ with $\eta>0$; this function solves the diffusion equation. The difference $\tilde g$ is negative initially and at large $|x|$. A positive maximum would have $\tilde g_t\ge0$ and $\tilde g_{xx}\le0$, yet there $\tilde g_t-D\tilde g_{xx}\le(q-Q-1)g<0$, a contradiction. Let $\eta\to0$. Sharp mask edges are covered by smoothing the data in an order-preserving way and taking the limit.

## 3. The edge cannot go faster

A pure exponential $e^{-\lambda(x-vt)}$ solves the linear equation if $\lambda v=D\lambda^2+k$, that is,

$$v(\lambda)=D\lambda+\frac k\lambda .$$

Because $a(1-a)\le a$, the difference $d=a-A_\lambda e^{-\lambda(x-v(\lambda)t)}$ obeys $d_t\le Dd_{xx}+kd$. It is bounded above by 1 and starts nonpositive. Comparison gives

$$a\le A_\lambda e^{-\lambda(x-v(\lambda)t)},\qquad
X_\theta\le v(\lambda)t+\frac1\lambda\ln\frac{A_\lambda}{\theta}.$$

So $\limsup X_\theta/t\le v(\lambda)$ for every $\lambda<\lambda_*$. From $v'(\lambda)=D-k/\lambda^2$, the minimum of $v$ lies at $\lambda_*$, where $v=\sqrt{Dk}+\sqrt{Dk}=c_*$. Letting $\lambda\to\lambda_*$ gives $\limsup X_\theta/t\le c_*$.

## 4. The edge cannot go slower

An observer moving at $c<c_*$ should see acid persist. With $z=x-ct$, try a small packet

$$w=\varepsilon e^{-cz/2D}\cos\frac{\pi z}{2L}\quad(|z|<L),\qquad w=0\text{ outside}.$$

Write $w=\varepsilon EC$, exponential times cosine. Then

$$w'=\varepsilon E\left(C'-\frac{c}{2D}C\right),\qquad
w''=\varepsilon E\left(C''-\frac cDC'+\frac{c^2}{4D^2}C\right).$$

In $Dw''+cw'+kw$ the $C'$ terms cancel, and $C''=-(\pi/2L)^2C$, so

$$Dw''+cw'+kw=\sigma w,\qquad \sigma=k-\frac{c^2}{4D}-\frac{D\pi^2}{4L^2}.$$

Since $c<c_*$, $\sigma>0$ once $L$ is large. In the laboratory frame $w_t=-cw'$, hence

$$w_t-Dw_{xx}-kw(1-w)=-w(\sigma-kw)\le0\quad\text{if } kw\le\sigma .$$

Acid is positive everywhere at any $t_1>0$, because $a_t\ge Da_{xx}$ keeps $a$ above the purely diffused initial acid. Choose $\varepsilon$ so that $\varepsilon e^{cL/2D}$ is below both $\sigma/k$ and the minimum of $a(x,t_1)$ on $|x|\le L$. Where $d=w-a>0$ we are inside the packet, so comparison applies, and $a\ge w$ afterwards. The same $\varepsilon,L$ serve every velocity between $-c$ and $c$. At the packet centres, therefore,

$$a(x,t)\ge\varepsilon\quad\text{for }|x|\le c(t-t_1).$$

**From a floor to saturation.** Suppose $a\ge\delta$ on $|x|<R$ at some instant, and let $q$ be the uniform solution of (1) starting at $\delta$. The deficit $d=q-a$ obeys $d_t=Dd_{xx}+k(1-q-a)d$, so $d_t\le Dd_{xx}+kd$ where $d>0$. Initially $d\le\delta$ outside the interval and $d\le0$ inside. Comparing with the linear solution started from $\delta$ outside gives, at the centre after time $\tau$,

$$q(\tau)-a(0,\tau)\le\delta e^{k\tau}\operatorname{erfc}\frac{R}{\sqrt{4D\tau}} .$$

Now take any $c_1<c$ and a point $|x_0|\le c_1t$. At time $t-\tau$ the floor $\varepsilon$ surrounds $x_0$ to a distance $R\ge c(t-\tau-t_1)-c_1t$, which grows without bound at fixed $\tau$. The deficit vanishes as $t\to\infty$; then a large $\tau$ brings $q(\tau)$ as near 1 as desired. Thus $a\to1$ throughout $|x|\le c_1t$. As $c_1$ can approach $c_*$, $\liminf X_\theta/t\ge c_*$, and the claim is proved.

Two numerical tests used units $D=k=1$. A packet with $c=1.5$, $L=4$ stayed below the acid that grew from it, and on its ray $a=0.9954$ at $t=40$. For $\delta=0.1$, $R=6$, $\tau=2$, the deficit was $7.8\times10^{-4}$, under the bound $2.0\times10^{-3}$.

## 5. Relaxing localization

Let the initial tail lie between two positive multiples of $e^{-\lambda x}$ for $x>0$, with $\lambda<\lambda_*$. Section 3 still gives a speed of at most $v(\lambda)$, now larger than $c_*$. For the lower bound use $z=x-v(\lambda)t$ and

$$\phi=e^{-\lambda z}-Be^{-\mu z},\qquad \lambda<\mu<\min(2\lambda,\lambda_*),\quad B\ge1 .$$

For $e^{-\nu z}$ the linear operator $\partial_t-D\partial_x^2-k$ gives the factor $\nu v(\lambda)-D\nu^2-k=\nu[v(\lambda)-v(\nu)]$. It vanishes for $\nu=\lambda$ and is positive for $\nu=\mu$. Therefore

$$\phi_t-D\phi_{xx}-k\phi(1-\phi)=-B\mu[v(\lambda)-v(\mu)]e^{-\mu z}+k\phi^2 .$$

Where $\phi>0$ we have $z>0$ and $\phi^2\le e^{-2\lambda z}\le e^{-\mu z}$. The right side is nonpositive if $B\mu[v(\lambda)-v(\mu)]\ge k$. Shift the origin of $z$ until $e^{-\lambda z}$ lies under the initial tail for $x>0$, then raise $B$, which keeps this inequality, until $\phi$ is positive only at $x>0$. Now $\phi$ starts below $a$, and by comparison a positive floor travels at $v(\lambda)$. Between this point and the saturated centre, $a$ cannot fall below the smaller of its boundary floors and its starting minimum, since a small constant is itself a subsolution. The filling argument then gives the speed $v(\lambda)$.

With $D=k=1$, the tails $e^{-0.5x}$ and $e^{-2x}$ both have $v=2.5$. The simulated speeds between $t=40$ and 60 were 2.5000 and 1.9709. The slow tail imposes its own speed; the steep one does not, and its front approaches 2 from below.

## 6. What "pulled" requires

The bound $a(1-a)\le a$ made the dilute edge decisive. A front whose speed is set by growth and diffusion at its dilute edge is called pulled. Suppose amplification is cooperative instead, at rate $ka(1-a)(1+ba)$. Its linear edge is unchanged. Try $a=1/(1+e^{mz})$, for which

$$a'=-ma(1-a),\qquad a''=m^2a(1-a)(1-2a).$$

Substitution into $Da''+ca'+ka(1-a)(1+ba)=0$ and division by $a(1-a)$ leave

$$Dm^2(1-2a)-cm+k(1+ba)=0 .$$

The terms in $a$ require $2Dm^2=kb$; the constant terms require $cm=Dm^2+k$. So

$$m=\sqrt{\frac{kb}{2D}},\qquad c=\sqrt{Dk}\left(\sqrt{\frac b2}+\sqrt{\frac2b}\right).$$

For $b>2$ this wave is steeper than $e^{-\lambda_*z}$ and faster than $c_*$: a front pushed by the reaction behind its edge. The algebra shows that the wave exists, not that localized acid selects it. For $b=8$, $D=k=1$, a simulation from a finite block did select it: 2.4999 against the formula's 2.5.

## 7. How slowly the speed is reached

Return to (1) with acid confined to a strip. Put $\xi=x-c_*t$ and $a=e^{-\lambda_*\xi}p$ in the linear edge. Since $\lambda_*=c_*/2D$, the cancellation of Section 4 leaves

$$p_t=Dp_{\xi\xi}+\left(k-\frac{c_*^2}{4D}\right)p=Dp_{\xi\xi}.$$

Without saturation, $p\propto t^{-1/2}$ near $\xi=0$. A fixed level then needs $e^{-\lambda_*\xi}t^{-1/2}$ constant, which recovers the delay $\tfrac12\lambda_*^{-1}\ln(kt)$ of Section 1.

With saturation, $a\le1$ forces $p\le e^{\lambda_*\xi}$, which is tiny behind the front. On the scale $\sqrt{Dt}$ the front acts as an absorbing wall. If it sits at $\xi=S(t)$ and $\zeta=\xi-S$, the late solution vanishing at the wall is

$$p\propto\frac{\zeta}{t^{3/2}}e^{-\zeta^2/4Dt}.$$

A logarithmic drift of the wall is negligible beside $\sqrt{Dt}$. For $\zeta\ll\sqrt{Dt}$ this gives $a\propto e^{-\lambda_*S}t^{-3/2}\,\zeta e^{-\lambda_*\zeta}$. A front of settled shape needs a constant prefactor, so

$$X_\theta=c_*t-\frac32\sqrt{\frac Dk}\ln(kt)+O(1),\qquad
\frac{\dot X_\theta}{c_*}\simeq1-\frac{3}{4kt}. \tag{2}$$

This is matched asymptotics, not a proof. I tested it with $D=4\ \mathrm{nm^2/s}$, $k=0.1\ \mathrm{s^{-1}}$ and a narrow initial block. Fits over $60\le kt\le600$ gave a speed of 1.26485 nm/s, against $c_*=1.26491$ nm/s, and a delay coefficient of 1.485 in place of 1.5. The linear equation gave 0.501 in place of 0.5. At $kt=100$ the local speed was $0.9929\,c_*$; (2) gives 0.9925.

## 8. Amplifier that does not diffuse

Equal diffusivities were a convenience. Set $D_m=0$, measure $h,m$ in units of the initial uniform total, and let $h_0$ be the initial acid. Then $m=(1-h_0)e^{-kH}$ with $H=\int_0^th\,dt'$. Integrating the acid equation over time gives

$$H_t=DH_{xx}+1-(1-h_0)e^{-kH}\ \ge\ DH_{xx}+1-e^{-kH}.$$

As $1-e^{-kH}\ge kH-\tfrac12k^2H^2$, the packet of Section 4, made small enough, is again a subsolution. Filling proceeds as before, because the slope of $1-e^{-kH}$ is at most $k$; behind the edge $H$ grows and the amplifier is used up. Ahead, $m\le1$ gives $h_t\le Dh_{xx}+kh$ and the old upper bound. The depletion edge therefore also moves at $c_*$. For the acid edge at $h=0.5$, simulated speeds over $t=100$–200 ($D=k=1$) were 1.9902 for both mobile and immobile amplifier.

## 9. A 60 s bake

Take a long straight line of half-width 100 nm with initial acid fraction 0.2, none outside, and the edge defined by $a=0.5$. Keep $D=4\ \mathrm{nm^2/s}$, $k=0.1\ \mathrm{s^{-1}}$. Then

$$kt=6,\quad \sqrt{D/k}=6.3\ \mathrm{nm},\quad c_*t=1.265\times60=75.9\ \mathrm{nm}.$$

Two numerical methods give an actual edge shift of **39.5 nm** per side, about half of $c_*t$. The logarithmic term, $1.5\times6.325\times\ln6=17.0$ nm, lowers the estimate only to 58.9 nm. Most of the other 19 nm is the $O(1)$ constant in (2), which depends on the initial profile and is not small beside $c_*t$ in so short a bake.

The linear equation supplies a rigorous ceiling at finite time. At distance $y$ outside the line, neglecting the far edge,

$$\frac{0.2}{2}e^{6}\operatorname{erfc}\frac{y}{\sqrt{4Dt}}=0.5,\qquad \sqrt{4Dt}=31.0\ \mathrm{nm},$$

so $y=54.8$ nm. At the end of the bake the edge moves at 1.10 nm/s, 13% below $c_*$: its speed is nearer the asymptote than its displacement is.

**Beside a real resist.** The setting resembles a 248 nm chemically amplified resist baked near 110 °C (383 K). The parameters are round and only roughly typical; diffusion coefficients vary widely with polymer, acid and temperature, and $k$ depends on the amplifier and its loading. An ordinary resist without acid amplifier lacks this growth term. The uniform initial total is also a simplification: photoacid normally comes from a separate generator and adds to the amplifier instead of replacing it. The level $a=0.5$ is a convention; deprotection and development are not modelled. The changes below are made one at a time from the 39.5 nm case, with all else fixed.

- **Base quencher.** Real resists commonly contain base. An immobile base fraction of 0.05, neutralizing at $10\ \mathrm{s^{-1}}$ per unit fraction, gives trace acid the growth rate $0.1-10\times0.05=-0.4\ \mathrm{s^{-1}}$. The dilute edge dies, so the pulled mechanism is lost. The shift falls to 23.6 nm, the largest change found here. The assumed neutralization is fast: at a molecular density of $0.1\ \mathrm{nm^{-3}}$, diffusion-limited capture at this rate would need a radius of about 2 nm. If base removes trace acid at a rate below $k$, the dilute edge still grows, but it need not set the speed: immobile base is used up behind it, and the faster growth there can push the front.
- **Flare.** A background acid fraction of 0.001 raises the shift to 45.8 nm and the distant dark field to 0.288. A background of $1/(1+e^6)=0.0025$ would bring the dark field to 0.5 with no front arriving.
- **Temperature.** With a 1 eV activation energy for both $D$ and $k$, 1 K more raises each by 8.2% and the shift to 45.0 nm.
- **Discrete molecules.** At $0.1\ \mathrm{nm^{-3}}$ of acid plus amplifier, a cube of side $\sqrt{D/k}$ holds about 25 molecules. Stopping growth below one acid per cube, a crude substitute for a stochastic calculation, gives 34.8 nm.
- **Immobile amplifier.** The shift is 42.9 nm. Equal asymptotic speeds do not imply equal displacements.
- **Uncatalysed decomposition.** A rate of $10^{-5}\ \mathrm{s^{-1}}$ gives 40.1 nm. In a longer bake it would, like flare, convert the dark field everywhere.

For this bake, then, $2\sqrt{Dk}$ sets the scale of the edge speed, but $2\sqrt{Dk}\,t$ is a poor estimate of the printed shift. The remaining values are in the numerical output.

## Calculated quantities

```
Diffusion coefficient D: 4 nm^2/s
Amplification rate k: 0.1 1/s
Bake time: 60 s
Bake temperature: 383 K
Half-width of exposed line: 100 nm
Initial acid fraction in line: 0.2
Acid fraction defining the edge: 0.5
Dimensionless bake time k t: 6
Length sqrt(D/k): 6.325 nm
Formula speed 2 sqrt(D k): 1.26491 nm/s
Speed fitted to long simulation: 1.26485 nm/s
Log-delay coefficient, full equation: 1.485 sqrt(D/k)
Log-delay coefficient, linear equation: 0.501 sqrt(D/k)
Local speed / formula speed at k t = 20: 0.9591
Local speed / formula speed at k t = 100: 0.9929
Local speed / formula speed at k t = 400: 0.9982
Subsolution test: ray speed (D=k=1): 1.5
Subsolution test: acid fraction on ray at t=40: 0.9954
Filling test: deficit: 7.762e-04
Filling test: bound on deficit: 1.995e-03
Speed, initial tail exp(-0.5x), D=k=1: 2.5000
Speed, initial tail exp(-2x), D=k=1, t=40-60: 1.9709
Cooperativity b of pushed front: 8
Pushed speed simulated (D=k=1): 2.4999
Pushed speed formula (D=k=1): 2.5000
Speed t=100-200, equal diffusivities (D=k=1): 1.9902
Speed t=100-200, immobile amplifier (D=k=1): 1.9902
Diffusion length sqrt(2Dt): 21.9 nm
Asymptotic speed times bake time: 75.9 nm
Log delay 1.5 sqrt(D/k) ln(kt): 17.0 nm
Upper bound on edge shift, linear equation: 54.8 nm
Edge shift, finite differences: 39.5 nm
Edge shift, Gaussian convolution: 39.5 nm
Edge speed at end of bake: 1.101 nm/s
Edge shift, immobile amplifier: 42.9 nm
Flare background acid fraction: 0.001
Edge shift with flare: 45.8 nm
Dark-field acid fraction with flare: 0.288
Background that reaches 0.5 by end of bake: 0.00247
Uncatalysed decomposition rate: 1e-05 1/s
Edge shift with uncatalysed decomposition: 40.1 nm
Base quencher fraction: 0.05
Neutralization rate constant: 10 1/s
Growth rate of trace acid with quencher: -0.400 1/s
Edge shift with quencher: 23.6 nm
Acid plus amplifier density: 0.1 1/nm^3
Molecules per cube of side sqrt(D/k): 25.3
Cutoff acid fraction, one acid per cube: 0.0395
Edge shift with cutoff: 34.8 nm
Activation energy of D and of k: 1 eV
Factor on D and k for 1 K hotter bake: 1.0821
Edge shift for 1 K hotter bake: 45.0 nm
```
